**Effective permittivity of a skeleton–air mixture: bounds and field solutions**

The program tests that the effective relative permittivity `eps_eff` of a porous dielectric lies between the harmonic mean and the volume average of the local permittivity `eps`. Here `eps_s` is the skeleton permittivity, `phi` the air fraction, `E0` the applied field, `dE` the deviation of the local field from it, and `e_a` the mean air field along the applied field divided by `E0`. A three-dimensional finite-element solution supplies the plate charge, which is compared with `<eps> - <eps |dE|^2>/E0^2` and with `eps_s - (eps_s - 1) * phi * e_a`. The program asserts both bounds for every structure, equality with the volume average for parallel layers and for pillars along the field, and equality with the harmonic mean for perpendicular layers. It also asserts that the Maxwell Garnett estimate agrees with the solution for a lattice of spherical pores within 1 % in permittivity at porosity 0.30, and within 5 % in mean air field at porosity 0.02. For `eps_s = 4` and `phi = 0.30` the output runs from 3.10 for parallel layers through about 2.91 for spheres to 2.11 for perpendicular layers. For an effective permittivity of 2.5, the inferred porosity is 0.50 by the volume average, 0.43 by the spherical-pore estimate and 0.20 by the harmonic mean; these closed formulas are checked by root finding.

## Numerical verification

```python
"""
Result under test: the effective relative permittivity of a skeleton-air mixture
in a parallel-plate capacitor obeys
    1/<1/eps> <= eps_eff <= <eps>,
    eps_eff = <eps> - <eps |dE|^2>/E0^2,
    eps_eff = eps_s - (eps_s - 1) * phi * e_a.
eps_s: skeleton permittivity; phi: air volume fraction (porosity);
E0: voltage / plate spacing; dE: local field minus the uniform field E0;
e_a: mean field in the air along the applied field, divided by E0.
The field is solved with trilinear finite elements in a unit cube, with plates
at z=0 (potential 1) and z=1 (potential 0) and no flux through the side walls.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import csr_matrix

STIFF = np.array([[1.0, -1.0], [-1.0, 1.0]])
MASS = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6.0


def kron3(a, b, c):
    return np.kron(np.kron(a, b), c)


ELEMENT = (kron3(STIFF, MASS, MASS) + kron3(MASS, STIFF, MASS)
           + kron3(MASS, MASS, STIFF))


def conjugate_gradient(matrix, rhs, threshold):
    """Solve a symmetric positive definite system, diagonal preconditioner."""
    diagonal = matrix.diagonal()
    x = np.zeros_like(rhs)
    residual = rhs.copy()
    z = residual / diagonal
    direction = z.copy()
    rz = residual @ z
    for _ in range(3000):
        if np.linalg.norm(residual) <= threshold:
            return x
        product = matrix @ direction
        step = rz / (direction @ product)
        x += step * direction
        residual -= step * product
        z = residual / diagonal
        rz_new = residual @ z
        direction = z + (rz_new / rz) * direction
        rz = rz_new
    raise RuntimeError("field solution did not converge")


def solve_capacitor(eps):
    """Return eps_eff from plate charge, <eps|dE|^2>/E0^2, and e_a."""
    n = eps.shape[0]
    m = n + 1
    nodes = np.arange(m**3).reshape(m, m, m)
    corners = np.stack([nodes[a:a + n, b:b + n, c:c + n].ravel()
                        for a in (0, 1) for b in (0, 1) for c in (0, 1)],
                       axis=1)
    rows = np.repeat(corners, 8, axis=1).ravel()
    cols = np.tile(corners, (1, 8)).ravel()
    values = ((eps.ravel() / n)[:, None] * ELEMENT.ravel()[None, :]).ravel()
    matrix = csr_matrix((values, (rows, cols)), shape=(m**3, m**3))
    uniform = np.tile(1.0 - np.linspace(0.0, 1.0, m), m * m)
    free = nodes[:, :, 1:n].ravel()
    load = matrix @ uniform
    correction = np.zeros(m**3)
    correction[free] = conjugate_gradient(matrix[free][:, free], -load[free],
                                          1e-11 * np.linalg.norm(load))
    potential = uniform + correction
    charge = (matrix @ potential)[nodes[:, :, 0].ravel()].sum()
    fluctuation = correction @ (matrix @ correction)
    local = potential[corners]
    field = (local[:, 0::2].sum(axis=1) - local[:, 1::2].sum(axis=1)) * n / 4
    return charge, fluctuation, field[eps.ravel() == 1.0].mean()


def spherical_pore(n, porosity, eps_s):
    """One octant of a cubic cell; air fills the voxels nearest one corner."""
    c = np.arange(n) + 0.5
    r2 = c[:, None, None]**2 + c[None, :, None]**2 + c[None, None, :]**2
    nearest = np.argsort(r2.ravel(), kind="stable")
    eps = np.full(n**3, eps_s)
    eps[nearest[:int(round(porosity * n**3))]] = 1.0
    return eps.reshape(n, n, n)


def sphere_air_field(phi, eps_s):
    g = 3 * eps_s / (2 * eps_s + 1)
    return g / (1 - phi + phi * g)


def sphere_estimate(phi, eps_s):
    return eps_s - (eps_s - 1) * phi * sphere_air_field(phi, eps_s)


eps_s, phi = 4.0, 0.30
average = (1 - phi) * eps_s + phi
harmonic = 1 / ((1 - phi) / eps_s + phi)
rng = np.random.default_rng(7)

# Structures with the same air fraction
blocks = 10
profile = np.full(blocks, eps_s)
profile[[1, 4, 8]] = 1.0
ones = np.ones((blocks, blocks, blocks))
parallel = ones * profile[:, None, None]
perpendicular = ones * profile[None, None, :]
section = np.full(blocks**2, eps_s)
section[rng.permutation(blocks**2)[:int(round(phi * blocks**2))]] = 1.0
pillars = ones * section.reshape(blocks, blocks)[:, :, None]


def random_blocks():
    eps = np.full(blocks**3, eps_s)
    eps[rng.permutation(blocks**3)[:int(round(phi * blocks**3))]] = 1.0
    eps = eps.reshape(blocks, blocks, blocks)
    for axis in range(3):
        eps = np.repeat(eps, 2, axis=axis)
    return eps


structures = {
    "parallel layers": parallel,
    "pillars along field": pillars,
    "perpendicular layers": perpendicular,
    "random blocks, sample 1": random_blocks(),
    "random blocks, sample 2": random_blocks(),
    "random blocks, sample 3": random_blocks(),
    "sphere lattice, grid 20": spherical_pore(20, phi, eps_s),
    "sphere lattice, grid 40": spherical_pore(40, phi, eps_s),
}
results = {name: solve_capacitor(eps) for name, eps in structures.items()}

for name, (charge, fluctuation, air_field) in results.items():
    assert abs(np.mean(structures[name]) - average) < 1e-10
    # fluctuation identity and air-field formula against the plate charge
    assert abs(average - fluctuation - charge) < 1e-7
    assert abs(eps_s - (eps_s - 1) * phi * air_field - charge) < 1e-7
    # both bounds
    assert harmonic - 1e-7 < charge < average + 1e-7
    assert air_field > 1 - 1e-7

# Equality when the permittivity is constant along the field, and only then
for name in ("parallel layers", "pillars along field"):
    assert abs(results[name][0] - average) < 1e-8
for name in results:
    if name not in ("parallel layers", "pillars along field"):
        assert results[name][0] < average - 0.01
assert abs(results["perpendicular layers"][0] - harmonic) < 1e-7

# Sphere formula; tolerances allow for the staircase surface of the voxel sphere
eps_sphere = sphere_estimate(phi, eps_s)
assert abs(results["sphere lattice, grid 40"][0] / eps_sphere - 1) < 0.01
phi_low = 0.02
low = solve_capacitor(spherical_pore(40, phi_low, eps_s))
assert abs(low[2] / sphere_air_field(phi_low, eps_s) - 1) < 0.05

# Porosity inferred from a given permittivity: closed forms against root finding
target = 2.5
phi_average = (eps_s - target) / (eps_s - 1)
phi_harmonic = (1 / target - 1 / eps_s) / (1 - 1 / eps_s)
phi_sphere = ((eps_s - target) / (target + 2 * eps_s)
              * (2 * eps_s + 1) / (eps_s - 1))
root_average = brentq(lambda p: (1 - p) * eps_s + p - target, 0, 1)
root_harmonic = brentq(lambda p: 1 / ((1 - p) / eps_s + p) - target, 0, 1)
root_sphere = brentq(lambda p: sphere_estimate(p, eps_s) - target, 0, 1)
assert abs(phi_average - root_average) < 1e-9
assert abs(phi_harmonic - root_harmonic) < 1e-9
assert abs(phi_sphere - root_sphere) < 1e-9
assert phi_harmonic < phi_sphere < phi_average

print("All quantities are dimensionless; fields are in units of E0")
print(f"skeleton permittivity: {eps_s:.2f}")
print(f"porosity: {phi:.2f}")
print(f"volume average of permittivity: {average:.4f}")
print(f"harmonic mean of permittivity: {harmonic:.4f}")
print("Field solutions: eps_eff | <eps|dE|^2>/E0^2 | mean air field")
for name, (charge, fluctuation, air_field) in results.items():
    print(f"{name}: {charge:.4f} | {abs(fluctuation):.4f} | {air_field:.4f}")
print("Spherical-pore (Maxwell Garnett) estimate")
print(f"field ratio g, inside/surrounding: {3*eps_s/(2*eps_s+1):.4f}")
print(f"mean air field: {sphere_air_field(phi, eps_s):.4f}")
print(f"effective permittivity: {eps_sphere:.4f}")
excess = 100 * (average / eps_sphere - 1)
print(f"volume average exceeds this estimate by: {excess:.1f} %")
print(f"Low-porosity sphere check, porosity: {phi_low:.2f}")
print(f"mean air field, field solution: {low[2]:.3f}")
print(f"mean air field, estimate: {sphere_air_field(phi_low, eps_s):.3f}")
print(f"Porosity inferred from effective permittivity: {target:.2f}")
print(f"by volume average (largest possible): {phi_average:.3f}")
print(f"by spherical-pore estimate: {phi_sphere:.3f}")
print(f"by harmonic mean (smallest possible): {phi_harmonic:.3f}")
print("all assertions hold")
```

Output:

```
All quantities are dimensionless; fields are in units of E0
skeleton permittivity: 4.00
porosity: 0.30
volume average of permittivity: 3.1000
harmonic mean of permittivity: 2.1053
Field solutions: eps_eff | <eps|dE|^2>/E0^2 | mean air field
parallel layers: 3.1000 | 0.0000 | 1.0000
pillars along field: 3.1000 | 0.0000 | 1.0000
perpendicular layers: 2.1053 | 0.9947 | 2.1053
random blocks, sample 1: 2.8857 | 0.2143 | 1.2381
random blocks, sample 2: 2.8819 | 0.2181 | 1.2423
random blocks, sample 3: 2.8812 | 0.2188 | 1.2431
sphere lattice, grid 20: 2.9063 | 0.1937 | 1.2153
sphere lattice, grid 40: 2.9058 | 0.1942 | 1.2158
Spherical-pore (Maxwell Garnett) estimate
field ratio g, inside/surrounding: 1.3333
mean air field: 1.2121
effective permittivity: 2.9091
volume average exceeds this estimate by: 6.6 %
Low-porosity sphere check, porosity: 0.02
mean air field, field solution: 1.322
mean air field, estimate: 1.325
Porosity inferred from effective permittivity: 2.50
by volume average (largest possible): 0.500
by spherical-pore estimate: 0.429
by harmonic mean (smallest possible): 0.200
all assertions hold
```
